# Off-diagonal sum rules and the three-level limit on hyperpolarizability: a program that tests the result

```python
"""
Result under test, for N electrons in a local real potential, X = sum of x_i:
  sum_n [E_n - (E_k + E_l)/2] X_kn X_nl = (N hbar^2 / 2m) delta_kl   (exact)
and the conditional three-level limit on the static hyperpolarizability
  |beta| <= 3^(1/4) (e hbar / sqrt(m))^3 N^(3/2) / E10^(7/2),
with the induced dipole written as p = p0 + alpha F + beta F^2.
Symbols: ratio = E10/E20, xi = |X_01| / x_max, x_max^2 = N hbar^2/(2 m E10).
All numerical work is in atomic units (hbar = m = e = 1) unless labelled.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar


def response_sum(energy, dipole):
    """Third-order sum S over states; beta = -3 S."""
    gap = energy[1:] - energy[0]
    amplitude = dipole[0, 1:] / gap
    shifted = dipole[1:, 1:] - dipole[0, 0] * np.eye(len(gap))
    return amplitude @ shifted @ amplitude


def limit(gap, electrons=1):
    return 3**0.25 * electrons**1.5 / gap**3.5


def f_energy(ratio):
    return (1 - ratio)**1.5 * (1 + 1.5 * ratio + ratio**2)


def g_moment(xi):
    return 3**0.25 * np.sqrt(1.5) * xi * np.sqrt(1 - xi**4)


# ---- Two interacting electrons in an asymmetric well, spatially symmetric states
def two_electron_matrices(size=24, points=80):
    x, w = np.polynomial.hermite.hermgauss(points)
    phi = np.zeros((size, points))
    phi[0] = np.pi**-0.25 * np.sqrt(w)
    phi[1] = np.sqrt(2.0) * x * phi[0]
    for n in range(1, size - 1):
        phi[n + 1] = (np.sqrt(2 / (n + 1)) * x * phi[n]
                      - np.sqrt(n / (n + 1)) * phi[n - 1])
    x_one = (phi * x) @ phi.T
    # well: x^2/2 - 0.2 x^3 + 0.05 x^4
    h_one = np.diag(np.arange(size) + 0.5) + (phi * (-0.2*x**3 + 0.05*x**4)) @ phi.T
    repulsion = 1 / np.sqrt((x[:, None] - x[None, :])**2 + 1)
    pair = (phi[:, None, :] * phi[None, :, :]).reshape(size**2, points)
    inter = (pair @ repulsion @ pair.T).reshape(size, size, size, size)
    inter = inter.transpose(0, 2, 1, 3).reshape(size**2, size**2)
    one = np.eye(size)
    h_full = np.kron(h_one, one) + np.kron(one, h_one) + inter
    x_full = np.kron(x_one, one) + np.kron(one, x_one)
    columns = []
    for a in range(size):
        for b in range(a, size):
            v = np.zeros((size, size))
            v[a, b] += 1
            v[b, a] += 1
            columns.append(v.ravel() / np.linalg.norm(v))
    p = np.array(columns).T
    return p.T @ h_full @ p, p.T @ x_full @ p


h2, x2 = two_electron_matrices()
e2, vec2 = np.linalg.eigh(h2)
d2 = vec2.T @ x2 @ vec2
rule = np.zeros((4, 4))
for k in range(4):
    for l in range(4):
        rule[k, l] = np.sum((e2 - (e2[k] + e2[l]) / 2) * d2[k] * d2[:, l])
rule_error = np.max(np.abs(rule - np.eye(4)))     # N/2 = 1 for two electrons
assert rule_error < 1e-4
terms01 = (e2 - (e2[0] + e2[1]) / 2) * d2[0] * d2[:, 1]
assert np.max(np.abs(terms01)) > 1e-2             # cancellation is not trivial

s2 = response_sum(e2, d2)
beta2 = -3 * s2


def third_derivative(step):
    ground = [np.linalg.eigvalsh(h2 + q * step * x2)[0] for q in (-2, -1, 1, 2)]
    return (ground[3] - 2*ground[2] + 2*ground[1] - ground[0]) / (2 * step**3)


beta2_field = -0.5 * (4 * third_derivative(0.01) - third_derivative(0.02)) / 3
assert abs(beta2_field / beta2 - 1) < 1e-3

g2 = e2[1:] - e2[0]
gn, gm = g2[:, None], g2[None, :]
weight = 1 / (gn * gm) - (2 * gm - gn) / gn**3
off = d2[1:, 1:] - np.diag(np.diag(d2)[1:])
s2_free = d2[0, 1:] @ (off * weight) @ d2[0, 1:]
assert abs(s2_free / s2 - 1) < 1e-3
assert abs(beta2) < limit(g2[0], 2)


# ---- Three-level model: solve the truncated commutator equations numerically
def double_commutator(energy, dipole):
    inner = energy[:, None] * dipole - dipole * energy[None, :]
    return dipole @ inner - inner @ dipole


def three_level(ratio, xi, gap=1.0, electrons=1):
    energy = np.array([0.0, gap, gap / ratio])
    x01 = xi * np.sqrt(electrons / (2 * gap))

    def matrix(u):
        return np.array([[0, x01, u[0]], [x01, u[2], u[1]], [u[0], u[1], u[3]]])

    def residual(u):
        c = double_commutator(energy, matrix(u))
        return np.array([c[0, 0] - electrons, c[1, 1] - electrons, c[0, 1], c[0, 2]])

    u = np.array([0.5, 0.5, 0.0, 0.0])
    for _ in range(60):
        # the residual is quadratic, so a central difference is its exact slope
        jac = np.array([(residual(u + d) - residual(u - d)) / 2 for d in np.eye(4)]).T
        change = np.linalg.solve(jac, residual(u))
        u = u - change
        if np.max(np.abs(change)) < 1e-12:
            break
    assert np.max(np.abs(residual(u))) < 1e-8 * electrons
    return energy, matrix(u)


for ratio in (0.05, 0.3, 0.5, 0.8):
    for xi in (0.2, 0.6, 0.9):
        en3, x3 = three_level(ratio, xi)
        direct = 3 * abs(response_sum(en3, x3)) / limit(1.0)
        assert abs(direct - f_energy(ratio) * g_moment(xi)) < 1e-7
        c3 = double_commutator(en3, x3)
        broken12 = abs(2 - ratio - 3*ratio*xi**2) / (2*xi*np.sqrt(ratio*(1 - xi**2)))
        assert abs(abs(c3[1, 2]) - broken12) < 1e-6 * (1 + broken12)
        assert abs(c3[2, 2] + 2) < 1e-7


def best_three_level(ratio, gap=1.0, electrons=1):
    found = minimize_scalar(
        lambda q: -3 * abs(response_sum(*three_level(ratio, q, gap, electrons))),
        bounds=(0.05, 0.97), method="bounded", options={"xatol": 1e-7})
    return found.x, -found.fun


scan = []
for ratio in (0.8, 0.5, 0.2, 0.05, 0.001):
    xi_best, beta_best = best_three_level(ratio)
    scan.append((ratio, xi_best, beta_best / limit(1.0)))
    assert abs(xi_best - 3**-0.25) < 1e-4
assert np.all(np.diff([row[2] for row in scan]) > 0)
assert abs(scan[-1][2] - 1) < 1e-5
_, beta_scaled = best_three_level(0.001, gap=1.7, electrons=3)
assert abs(beta_scaled / limit(1.7, 3) - 1) < 1e-5
en_b, x_b = three_level(0.05, 3**-0.25)
c_b = double_commutator(en_b, x_b)


# ---- One electron on a half line with a hard wall at x = 0
def half_line(potential, length, n=300):
    j = np.arange(1, n)
    x = j * length / n
    u = np.sqrt(2 / n) * np.sin(np.pi * np.outer(j, j) / n)
    h = (u * (j * np.pi / length)**2 / 2) @ u + np.diag(potential(x))
    energy, vec = np.linalg.eigh(h)
    return energy, vec.T @ (x[:, None] * vec)


wells = []
for power in (1, 2, 4):
    ew, xw = half_line(lambda x: x**power, 20.0)
    wells.append((power, 3 * abs(response_sum(ew, xw)) / limit(ew[1] - ew[0])))
    assert wells[-1][1] < 1

hartree_ev = const.value("Hartree energy in eV")
bohr_angstrom = const.value("Bohr radius") * 1e10
gap_ev = 2.0
gap = gap_ev / hartree_ev
omega = gap / 2
ex, xx = half_line(lambda x: omega**2 * x**2 / 2, 100.0)
assert abs((ex[1] - ex[0]) / gap - 1) < 1e-7
assert abs(xx[0, 0] * np.sqrt(omega) - 2 / np.sqrt(np.pi)) < 1e-6
beta_full = 3 * abs(response_sum(ex, xx))
beta_three = 3 * abs(response_sum(ex[:3], xx[:3, :3]))
e4, x4 = half_line(lambda x: (2 * omega)**2 * x**2 / 2, 100.0)
beta_double = 3 * abs(response_sum(e4, x4))
exponent = np.log(beta_double / beta_full) / np.log(2)
assert abs(exponent + 3.5) < 1e-5
x_max = np.sqrt(1 / (2 * gap))
xi_real = abs(xx[0, 1]) / x_max
ratio_real = gap / (ex[2] - ex[0])
share00 = 2 * (gap * xx[0, 1]**2 + (ex[2] - ex[0]) * xx[0, 2]**2)
share11 = 2 * (-gap * xx[0, 1]**2 + (ex[2] - ex[1]) * xx[1, 2]**2)
predicted = f_energy(ratio_real) * g_moment(xi_real)

# ---- Gaussian units: direct evaluation against conversion of the atomic unit
c = const.c
charge = const.e * c * 10
hbar_cgs, mass_cgs = const.hbar * 1e7, const.m_e * 1e3
gap_erg = gap_ev * const.e * 1e7
limit_esu = 3**0.25 * (charge * hbar_cgs / np.sqrt(mass_cgs))**3 / gap_erg**3.5
au_esu = const.value("atomic unit of 1st hyperpolarizability") * c**3 * 1e-5
assert abs(limit_esu / (limit(gap) * au_esu) - 1) < 1e-6

print("TWO INTERACTING ELECTRONS, asymmetric well, atomic units")
print(f"gap E10 = {g2[0]:.5f} hartree")
print(f"largest error of sum rules, k,l = 0..3: {rule_error:.1e} (N/2 = 1)")
print("first terms n=0..3 of rule (0,1), up to a common sign:",
      " ".join(f"{t:.5f}" for t in terms01[:4]))
print(f"sum of all terms of rule (0,1): {rule[0, 1]:.1e}")
print(f"beta from sum over states  = {beta2:.5f} a.u.")
print(f"beta from finite fields    = {beta2_field:.5f} a.u.")
print(f"beta from dipole-free sum  = {-3 * s2_free:.5f} a.u.")
print(f"|beta| / limit (N = 2)     = {abs(beta2) / limit(g2[0], 2):.5f}")
print("THREE-LEVEL MODEL, numerical maximum over xi")
for ratio, xi_best, value in scan:
    print(f"E10/E20 = {ratio:.3f}: xi = {xi_best:.4f}, beta/limit = {value:.6f}")
print(f"N = 3, E10 = 1.7 hartree, E10/E20 = 0.001: beta/limit = "
      f"{beta_scaled / limit(1.7, 3):.6f}")
print("dropped commutator elements at E10/E20 = 0.05, best xi, units N hbar^2/m:")
print(f"(2,2) = {c_b[2, 2]:.4f} (should be 1), |(1,2)| = {abs(c_b[1, 2]):.4f} (should be 0)")
print("HALF-LINE HARMONIC WELL, one electron")
print(f"E10 = {gap_ev:.3f} eV = {gap:.6f} hartree, E10/E20 = {ratio_real:.5f}")
print(f"x_max = {x_max * bohr_angstrom:.4f} angstrom")
print(f"|X01| = {abs(xx[0, 1]) * bohr_angstrom:.4f} angstrom, xi = {xi_real:.5f}")
print(f"|X02| = {abs(xx[0, 2]) * bohr_angstrom:.4f} angstrom")
print(f"|X12| = {abs(xx[1, 2]) * bohr_angstrom:.4f} angstrom")
print(f"X11 - X00 = {(xx[1, 1] - xx[0, 0]) * bohr_angstrom:.4f} angstrom")
print(f"X22 - X00 = {(xx[2, 2] - xx[0, 0]) * bohr_angstrom:.4f} angstrom")
print(f"three-level share of rule (0,0) = {share00:.5f}")
print(f"three-level share of rule (1,1) = {share11:.5f}")
print(f"|beta|, all states   = {beta_full:.2f} a.u. = {beta_full * au_esu:.4e} esu")
print(f"|beta|, three states = {beta_three:.2f} a.u.")
print(f"limit, N = 1         = {limit(gap):.2f} a.u. = {limit_esu:.4e} esu")
print(f"limit, N = 10        = {limit(gap, 10):.1f} a.u. = {limit(gap, 10)*au_esu:.4e} esu")
print(f"|beta|/limit, all states   = {beta_full / limit(gap):.5f}")
print(f"|beta|/limit, three states = {beta_three / limit(gap):.5f}")
print(f"f = {f_energy(ratio_real):.5f}, G = {g_moment(xi_real):.5f}, f*G = {predicted:.5f}")
print(f"|beta| with E10 doubled = {beta_double:.3f} a.u., exponent = {exponent:.5f}")
print("HALF-LINE POWER WELLS V = x^p, one electron")
for power, value in wells:
    print(f"p = {power}: |beta|/limit = {value:.5f}")
print("finished without a failed check")
```

Running it gives:

```
TWO INTERACTING ELECTRONS, asymmetric well, atomic units
gap E10 = 0.96492 hartree
largest error of sum rules, k,l = 0..3: 2.7e-07 (N/2 = 1)
first terms n=0..3 of rule (0,1), up to a common sign: -0.26638 0.40330 0.03195 -0.16069
sum of all terms of rule (0,1): -2.1e-08
beta from sum over states  = -0.66443 a.u.
beta from finite fields    = -0.66443 a.u.
beta from dipole-free sum  = -0.66443 a.u.
|beta| / limit (N = 2)     = 0.15752
THREE-LEVEL MODEL, numerical maximum over xi
E10/E20 = 0.800: xi = 0.7598, beta/limit = 0.254017
E10/E20 = 0.500: xi = 0.7598, beta/limit = 0.707107
E10/E20 = 0.200: xi = 0.7598, beta/limit = 0.958826
E10/E20 = 0.050: xi = 0.7598, beta/limit = 0.997706
E10/E20 = 0.001: xi = 0.7598, beta/limit = 0.999999
N = 3, E10 = 1.7 hartree, E10/E20 = 0.001: beta/limit = 0.999999
dropped commutator elements at E10/E20 = 0.05, best xi, units N hbar^2/m:
(2,2) = -2.0000 (should be 1), |(1,2)| = 8.4349 (should be 0)
HALF-LINE HARMONIC WELL, one electron
E10 = 2.000 eV = 0.073499 hartree, E10/E20 = 0.50000
x_max = 1.3802 angstrom
|X01| = 1.2716 angstrom, xi = 0.92132
|X02| = 0.2843 angstrom
|X12| = 1.7412 angstrom
X11 - X00 = 1.5574 angstrom
X22 - X00 = 2.7255 angstrom
three-level share of rule (0,0) = 0.93371
three-level share of rule (1,1) = 0.74272
|beta|, all states   = 6977.65 a.u. = 6.0281e-29 esu
|beta|, three states = 7284.83 a.u.
limit, N = 1         = 12226.51 a.u. = 1.0563e-28 esu
limit, N = 10        = 386636.3 a.u. = 3.3402e-27 esu
|beta|/limit, all states   = 0.57070
|beta|/limit, three states = 0.59582
f = 0.70711, G = 0.78510, f*G = 0.55515
|beta| with E10 doubled = 616.744 a.u., exponent = -3.50000
HALF-LINE POWER WELLS V = x^p, one electron
p = 1: |beta|/limit = 0.65953
p = 2: |beta|/limit = 0.57070
p = 4: |beta|/limit = 0.38538
finished without a failed check
```
